# Pressure Shift of the Antiferroelectric Switching Field with Its First Correction: a numerical check

```python
# Result under test: the field E_c at which an antiferroelectric (AFE) and a
# ferroelectric (FE) phase coexist shifts with hydrostatic pressure p as
#     dE_c/dp = (v_FE - v_AFE) / (P_FE - P_AFE),
# v = volume per reference volume, P = polarization along the field.
# Independent road: a Landau energy in P, the staggered polarization A and the
# volume strain e is minimized in each phase, and E_c is found from equal
# Gibbs energies. SI units inside; engineering units in the printed output.
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0
from scipy.optimize import brentq, minimize_scalar

KV_CM = 1e5                 # V/m in one kV/cm
pressure = 100e6            # Pa
jump_P = 0.4                # C/m^2
jump_v = 0.003              # volume expansion from AFE to FE
field_0 = 50 * KV_CM        # coexistence field at zero pressure
P_afe, A_afe = 0.02, 0.40   # AFE state at coexistence, C/m^2
P_fe = P_afe + jump_P
inverse_chi_fe = 4e8        # FE inverse susceptibility, V m/C
Q_A = 0.005                 # volume coupling to A^2, m^4/C^2
K_fe = 100e9                # FE bulk modulus, Pa
stiffening = 0.10           # AFE bulk modulus excess over FE
temperature = 300.0         # K
slope_T = -0.5 * KV_CM      # chosen rough dE_c/dT, V/(m K)
heat_capacity = 3e6         # J/(m^3 K)
expansivity = 2e-5          # volume expansivity, 1/K
alpha_T = -2 * slope_T * jump_P / A_afe**2   # d(a_A)/dT


def build(volume_jump, stiff, delta_T=0.0):
    """Landau model with the chosen jumps at field_0 and zero pressure."""
    b_P = (inverse_chi_fe - field_0 / P_fe) / (2 * P_fe**2)
    a_P = field_0 / P_fe - b_P * P_fe**2

    def polar(x):
        return a_P * x**2 / 2 + b_P * x**4 / 4 - field_0 * x

    c = (field_0 / P_afe - a_P - b_P * P_afe**2) / A_afe**2
    b_A = 4 * (polar(P_afe) - polar(P_fe)) / A_afe**4
    a_A = -b_A * A_afe**2 - c * P_afe**2
    Q_P = (volume_jump + Q_A * A_afe**2) / (P_fe**2 - P_afe**2)
    P, A, e = sp.symbols("P A e", real=True)
    K = K_fe * (1 + stiff * A**2 / A_afe**2)
    f = (a_P * P**2 / 2 + b_P * P**4 / 4
         + (a_A + alpha_T * delta_T) * A**2 / 2 + b_A * A**4 / 4
         + c * P**2 * A**2 / 2 + K * (e - Q_P * P**2 - Q_A * A**2)**2 / 2)
    variables = (P, A, e)
    gradient = [sp.diff(f, x) for x in variables]
    return {
        "f": sp.lambdify(variables, f, "numpy"),
        "grad": sp.lambdify(variables, gradient, "numpy"),
        "hess": sp.lambdify(variables, sp.hessian(f, variables), "numpy"),
        "coef": (a_P, b_P, a_A, b_A, c, Q_P)}


def relax(model, phase, E, p):
    """Newton search for the local minimum of f - E P + p e."""
    x = np.array([P_fe, 0.0, 0.003] if phase == "FE"
                 else [P_afe, A_afe, 0.001])
    for _ in range(40):
        force = np.array(model["grad"](*x), float) + np.array([-E, 0, p])
        step = np.linalg.solve(np.array(model["hess"](*x), float), force)
        x = x - step
        if np.max(np.abs(step)) < 1e-14:
            break
    assert np.max(np.abs(step)) < 1e-11
    assert np.all(np.linalg.eigvalsh(np.array(model["hess"](*x), float)) > 0)
    assert (abs(x[1]) < 1e-10) if phase == "FE" else (x[1] > 0.2)
    return x


def gibbs(model, phase, E, p):
    x = relax(model, phase, E, p)
    return model["f"](*x) - E * x[0] + p * x[2]


def coexistence(model, p):
    return brentq(lambda E: gibbs(model, "FE", E, p)
                  - gibbs(model, "AFE", E, p), 2e6, 8e6,
                  xtol=1e-6, rtol=1e-13)


def jumps(model, p):
    E = coexistence(model, p)
    difference = relax(model, "FE", E, p) - relax(model, "AFE", E, p)
    return difference[0], difference[2]


def afe_limit(model, p):
    """Largest field on the homogeneous AFE branch, and de/dP there."""
    def state(P):
        y = np.array([A_afe, 0.001])
        for _ in range(60):
            force = np.array(model["grad"](P, *y), float)[1:]
            force = force + np.array([0, p])
            H = np.array(model["hess"](P, *y), float)[1:, 1:]
            step = np.linalg.solve(H, force)
            y = y - step
            if np.max(np.abs(step)) < 1e-14:
                break
        assert y[0] > 0.1 and np.max(np.abs(step)) < 1e-11
        return np.array([P, *y])

    best = minimize_scalar(lambda P: -model["grad"](*state(P))[0] / 1e7,
                           bounds=(0.05, 0.22), method="bounded",
                           options={"xatol": 1e-9})
    assert 0.06 < best.x < 0.21
    H = np.array(model["hess"](*state(best.x)), float)
    response = -np.linalg.solve(H[1:, 1:], H[1:, 0])
    return -best.fun * 1e7, response[1]


model = build(jump_v, stiffening)
estimate = pressure * jump_v / jump_P

# The model has the intended state at zero pressure.
dP0, dv0 = jumps(model, 0.0)
E0 = coexistence(model, 0.0)
assert abs(E0 / field_0 - 1) < 1e-8
assert abs(dP0 / jump_P - 1) < 1e-8 and abs(dv0 / jump_v - 1) < 1e-8

# Local law: slope from energy equality against the ratio of the jumps.
dp = 1e6
slopes = []
for p in (0.0, pressure / 2, pressure):
    numeric = (coexistence(model, p + dp) - coexistence(model, p - dp)) / (2*dp)
    dP, dv = jumps(model, p)
    assert abs(numeric / (dv / dP) - 1) < 1e-5
    slopes.append((p, numeric, dv / dP))
dP1, dv1 = jumps(model, pressure)

# Finite pressure: constant jumps are an approximation good to a few percent.
E1 = coexistence(model, pressure)
shift = E1 - E0
assert abs(shift / estimate - 1) < 0.05

# A transition that contracts the crystal must shift the other way.
contracting = build(-jump_v, stiffening)
shift_contracting = coexistence(contracting, pressure) - field_0
assert abs(shift_contracting / (-estimate) - 1) < 0.05

# Compressibility correction, isolated by switching the stiffness change off.
equal_stiffness = build(jump_v, 0.0)
shift_equal = coexistence(equal_stiffness, pressure) - field_0
delta_kappa = 1 / K_fe - 1 / (K_fe * (1 + stiffening))
elastic_formula = -delta_kappa * pressure**2 / (2 * jump_P)
elastic_model = shift - shift_equal
assert abs(elastic_model / elastic_formula - 1) < 0.05

# Temperature law: dE_c/dT = -(entropy jump)/(polarization jump).
dT = 0.1
slope_T_model = (coexistence(build(jump_v, stiffening, dT), 0.0)
                 - coexistence(build(jump_v, stiffening, -dT), 0.0)) / (2 * dT)
entropy_jump = alpha_T * relax(model, "AFE", E0, 0.0)[1]**2 / 2
assert abs(slope_T_model / (-entropy_jump / dP0) - 1) < 1e-4

# Limit of metastability: slope is the local ratio de/dP, not the jump ratio.
limit_0, local_ratio = afe_limit(model, 0.0)
limit_slope = (afe_limit(model, dp)[0] - afe_limit(model, -dp)[0]) / (2 * dp)
limit_shift = afe_limit(model, pressure)[0] - limit_0
assert abs(limit_slope / local_ratio - 1) < 1e-3
assert abs(limit_slope / (jump_v / jump_P) - 1) > 0.1

# Sizes of neglected effects, from rough inputs.
half_width = 10 * KV_CM
width_change = 0.10 * half_width
compression_heating = expansivity * temperature * pressure / heat_capacity
switching_dT = -temperature * entropy_jump / heat_capacity
nominal_error = field_0 * pressure / (3 * K_fe)
rounding = pressure * 0.0005 / jump_P
breakdown = 150 * KV_CM
raised_forward = field_0 + half_width + estimate
vacuum_charge = epsilon_0 * field_0 * jump_v
assert raised_forward < breakdown and vacuum_charge < 1e-5 * jump_P


def show(label, value, unit, form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("pressure", pressure / 1e6, "MPa")
show("polarization jump", jump_P * 100, "uC/cm2")
show("volume jump", jump_v * 100, "percent")
show("ESTIMATED FIELD SHIFT", estimate / KV_CM, "kV/cm")
show("same shift", estimate / 1e6, "MV/m")
show("shift if P_FE replaced the jump", pressure*jump_v/P_fe/KV_CM, "kV/cm")
a_P, b_P, a_A, b_A, c, Q_P = model["coef"]
show("model a_P", a_P, "V m/C", ".5e")
show("model b_P", b_P, "V m^5/C^3", ".5e")
show("model a_A", a_A, "V m/C", ".5e")
show("model b_A", b_A, "V m^5/C^3", ".5e")
show("model c", c, "V m^5/C^3", ".5e")
show("model Q_P", Q_P, "m^4/C^2", ".5f")
show("model Q_A", Q_A, "m^4/C^2", ".5f")
show("AFE polarization at coexistence", P_afe * 100, "uC/cm2")
show("FE polarization at coexistence", P_fe * 100, "uC/cm2")
show("AFE staggered polarization", A_afe * 100, "uC/cm2")
show("FE relative susceptibility", 1/(epsilon_0*inverse_chi_fe), "", ".0f")
show("FE bulk modulus", K_fe / 1e9, "GPa")
show("AFE bulk modulus", K_fe * (1 + stiffening) / 1e9, "GPa")
show("coexistence field, no pressure", E0 / KV_CM, "kV/cm", ".3f")
show("coexistence field, full pressure", E1 / KV_CM, "kV/cm", ".3f")
show("model shift", shift / KV_CM, "kV/cm", ".3f")
show("model shift over estimate", shift / estimate, "", ".4f")
for p, numeric, ratio in slopes:
    print(f"slope at {p/1e6:.0f} MPa: energies {numeric*1e6/KV_CM:.6f}, "
          f"jumps {ratio*1e6/KV_CM:.6f} kV/cm per MPa")
show("polarization jump, full pressure", dP1 * 100, "uC/cm2", ".3f")
show("volume jump, full pressure", dv1 * 100, "percent", ".4f")
show("shift if transition contracts", shift_contracting/KV_CM, "kV/cm", ".3f")
show("elastic correction, formula", elastic_formula / KV_CM, "kV/cm", ".4f")
show("elastic correction, model", elastic_model / KV_CM, "kV/cm", ".4f")
show("AFE stability limit, no pressure", limit_0 / KV_CM, "kV/cm", ".1f")
show("shift of that limit", limit_shift / KV_CM, "kV/cm", ".3f")
show("limit slope, fields", limit_slope*1e6/KV_CM, "kV/cm per MPa", ".5f")
show("limit slope, local de/dP", local_ratio*1e6/KV_CM, "kV/cm per MPa", ".5f")
show("temperature", temperature, "K")
show("temperature slope, model", slope_T_model / KV_CM, "kV/cm per K", ".4f")
show("entropy jump", entropy_jump / 1e3, "kJ/(m3 K)", ".2f")
show("rough heat capacity", heat_capacity / 1e6, "MJ/(m3 K)")
show("rough volume expansivity", expansivity, "1/K")
show("warming equal to pressure shift", -estimate / slope_T, "K", ".1f")
show("heating by fast compression", compression_heating, "K", ".2f")
show("its field effect", compression_heating*slope_T/KV_CM, "kV/cm", ".2f")
show("temperature change, fast switching", switching_dT, "K", ".2f")
show("its field effect", switching_dT * slope_T / KV_CM, "kV/cm", ".2f")
show("rough hysteresis half-width", half_width / KV_CM, "kV/cm")
show("effect of 10 percent width change", width_change / KV_CM, "kV/cm")
show("true minus nominal field", nominal_error / KV_CM, "kV/cm", ".3f")
show("effect of 0.05 percent in volume", rounding / KV_CM, "kV/cm")
show("forward field under pressure", raised_forward / KV_CM, "kV/cm")
show("rough breakdown field", breakdown / KV_CM, "kV/cm")
show("vacuum part of charge jump", vacuum_charge * 100, "uC/cm2", ".1e")
print("all tests passed")
```

Printed output:

```
pressure: 100 MPa
polarization jump: 40 uC/cm2
volume jump: 0.3 percent
ESTIMATED FIELD SHIFT: 7.5 kV/cm
same shift: 0.75 MV/m
shift if P_FE replaced the jump: 7.143 kV/cm
model a_P: -1.82143e+08 V m/C
model b_P: 1.10004e+09 V m^5/C^3
model a_A: -2.37857e+08 V m/C
model b_A: 1.47986e+09 V m^5/C^3
model c: 2.69814e+09 V m^5/C^3
model Q_P: 0.02159 m^4/C^2
model Q_A: 0.00500 m^4/C^2
AFE polarization at coexistence: 2 uC/cm2
FE polarization at coexistence: 42 uC/cm2
AFE staggered polarization: 40 uC/cm2
FE relative susceptibility: 282
FE bulk modulus: 100 GPa
AFE bulk modulus: 110 GPa
coexistence field, no pressure: 50.000 kV/cm
coexistence field, full pressure: 57.379 kV/cm
model shift: 7.379 kV/cm
model shift over estimate: 0.9839
slope at 0 MPa: energies 0.075000, jumps 0.075000 kV/cm per MPa
slope at 50 MPa: energies 0.073792, jumps 0.073792 kV/cm per MPa
slope at 100 MPa: energies 0.072568, jumps 0.072568 kV/cm per MPa
polarization jump, full pressure: 39.454 uC/cm2
volume jump, full pressure: 0.2863 percent
shift if transition contracts: -7.588 kV/cm
elastic correction, formula: -0.1136 kV/cm
elastic correction, model: -0.1146 kV/cm
AFE stability limit, no pressure: 248.4 kV/cm
shift of that limit: 3.559 kV/cm
limit slope, fields: 0.03697 kV/cm per MPa
limit slope, local de/dP: 0.03697 kV/cm per MPa
temperature: 300 K
temperature slope, model: -0.5000 kV/cm per K
entropy jump: 20.00 kJ/(m3 K)
rough heat capacity: 3 MJ/(m3 K)
rough volume expansivity: 2e-05 1/K
warming equal to pressure shift: 15.0 K
heating by fast compression: 0.20 K
its field effect: -0.10 kV/cm
temperature change, fast switching: -2.00 K
its field effect: 1.00 kV/cm
rough hysteresis half-width: 10 kV/cm
effect of 10 percent width change: 1 kV/cm
true minus nominal field: 0.017 kV/cm
effect of 0.05 percent in volume: 1.25 kV/cm
forward field under pressure: 67.5 kV/cm
rough breakdown field: 150 kV/cm
vacuum part of charge jump: 1.3e-05 uC/cm2
all tests passed
```
